# Bragg gap of a Dirac electron in a weak electrostatic lattice

A massless electron moving along a line in a periodic electrostatic potential can be treated without approximation, and it has no Bragg gap. With \(\hbar=1\), its Hamiltonian is

\[
H_0=-ic\,\sigma_x\frac{d}{dx}+V(x),\qquad V(x+a)=V(x),
\]

where \(c\) is the speed of light, \(\sigma_x\) is a Pauli matrix acting on a two-component wave function, and \(V\) is real and multiplies the unit matrix. The average of \(V\) over a period is set to zero, since a constant merely shifts the energy. The matrix \(\sigma_x\) commutes with \(H_0\), so a solution may be written \(\psi=f(x)\chi_s\), with \(\sigma_x\chi_s=s\chi_s\) and \(s=\pm1\). Then \(-ics f'+Vf=\varepsilon f\). Because \(1/s=s\), this is \(f'=(is/c)(\varepsilon-V)f\), which integrates to

\[
f(x)=\exp\left\{\frac{is}{c}\left[\varepsilon x-\int_0^xV(y)\,dy\right]\right\}.
\]

The integral of \(V\) over a full period is zero, so \(f(x+a)=e^{is\varepsilon a/c}f(x)\). Bloch's condition requires this factor to equal \(e^{ika}\), and therefore

\[
\varepsilon=s\,c\left(k+\frac{2\pi n}{a}\right),\qquad n\ \text{integer}.
\]

The potential has dropped out. At the zone boundary \(k=\pi/a\), the branch \(s=1,\ n=0\) and the branch \(s=-1,\ n=-1\) both have energy \(\pi c/a\), and they cross. The potential changes the phase of a right-mover but cannot turn it into a left-mover, because the two belong to different eigenvalues of a conserved matrix. This holds for any strength of \(V\).

A mass removes the conservation law. The Hamiltonian becomes

\[
H=c\,\sigma_x p_x+mc^2\sigma_z+V(x),\qquad p_x=-i\frac{d}{dx},
\]

and \(\sigma_z\) exchanges the two eigenvectors of \(\sigma_x\). The potential is still purely electrostatic: it has no Lorentz-scalar part, that is, no part proportional to \(\sigma_z\).

The two components suffice for motion along one line. The four-component Hamiltonian is \(c\alpha_xp_x+\beta mc^2+V\), where \(\alpha_x,\alpha_y,\alpha_z,\beta\) anticommute with one another and have unit square. The spin matrix \(\Sigma_x=-i\alpha_y\alpha_z\) commutes with \(\alpha_x\) and with \(\beta\), because moving either through the product costs two sign changes. For each eigenvalue \(\pm1\) of \(\Sigma_x\) there remains a two-dimensional space in which \(\alpha_x\) and \(\beta\) are still anticommuting Hermitian matrices of unit square. A basis can be chosen there in which they are \(\sigma_x\) and \(\sigma_z\). The four-component problem is thus two copies of \(H\), with every level doubled and the same gap.

For the weak-potential calculation, expand

\[
V(x)=\sum_K V_Ke^{iKx},\qquad V_{-K}=V_K^*,\qquad V_0=0,
\]

and select a reciprocal vector \(G>0\) with \(V_G\neq0\). All components \(V_K\) are taken proportional to one small strength. At \(k=G/2\) the free states of momentum \(p=G/2\) and \(-p=G/2-G\) have the same crystal momentum and the same positive energy

\[
E=\sqrt{m^2c^4+c^2G^2/4}.
\]

To find their spinors, put \(mc^2=E\cos\theta\) and \(cp=E\sin\theta\). The normalized solution of \((cp\,\sigma_x+mc^2\sigma_z)u=Eu\) is

\[
u(p)=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\end{pmatrix}.
\]

Indeed, the upper row of the left side is \(E[\cos\theta\cos(\theta/2)+\sin\theta\sin(\theta/2)]=E\cos(\theta/2)\), and the lower row is \(E[\sin\theta\cos(\theta/2)-\cos\theta\sin(\theta/2)]=E\sin(\theta/2)\). Reversing \(p\) reverses \(\theta\), which changes the sign of the lower component. The overlap of the two spinors is therefore

\[
u^\dagger(-p)u(p)=\cos^2\frac{\theta}{2}-\sin^2\frac{\theta}{2}=\cos\theta=\frac{mc^2}{E}.
\]

The states \(\phi_\pm=a^{-1/2}u(\pm p)e^{\pm ipx}\) are normalized over one period. Since \(V_0=0\), the potential has no diagonal element between them. Its off-diagonal element is

\[
\langle\phi_-|V|\phi_+\rangle
=\frac{mc^2}{E}\,\frac1a\int_0^aV(x)e^{iGx}dx
=\frac{mc^2}{E}\,V_G^*,
\]

because the integral selects \(K=-G\). Degenerate perturbation theory diagonalizes the Hamiltonian within this pair:

\[
\det\begin{pmatrix}E-\varepsilon & V_G\,mc^2/E\\ V_G^*\,mc^2/E& E-\varepsilon\end{pmatrix}=0
\quad\Longrightarrow\quad
\varepsilon_\pm=E\pm|V_G|\frac{mc^2}{E}.
\]

The difference is the Bragg gap to first order in the potential,

\[
\boxed{\Delta=2|V_G|\frac{mc^2}{E}.}
\]

The next correction follows from counting momentum transfers. In second order the potential acts twice, through intermediate states of either sign of energy. The second-order diagonal terms of \(\phi_+\) and \(\phi_-\) are equal, because reflection \(p\to-p\), accompanied by \(\sigma_z\) on the spinors, maps the intermediate states of one onto those of the other with equal energies and equal moduli of the matrix elements. They shift both levels together. A second-order change of the gap needs two transfers that add up to \(-G\). A single cosine supplies transfers of \(\pm G\), and two of these add up to \(0\) or \(\pm2G\). Its first correction to \(\Delta\) is thus of third order, and the relative error of the formula grows as the square of the strength. If \(V_{2G}\) is also present, the route \(+G\) followed by \(-2G\) is open. Its coupling is proportional to \(V_GV_{2G}^*\), against \(V_G^*\) in first order, so the relative error starts linearly unless \(V_G^2V_{2G}^*\) is purely imaginary. For the short-period lattice described below, doubling a cosine from \(V_G=400\) to 800 hartree multiplies the relative error by 3.998. With \(V_{2G}=V_G/2\) added, doubling from \(V_G=100\) to 200 hartree multiplies it by 2.012.

These corrections are small when the components of \(V\) are small compared with the distance from \(E\) to the other levels coupled at the same \(k\), and \(V_G\) is not much smaller than the other components. Otherwise two larger components whose transfers add up to \(-G\) can give a coupling comparable with the first-order one. If \(V_G=0\), the first-order gap vanishes and higher orders decide. At a higher Bragg boundary, a lower harmonic can also compete: two transfers of \(-G/2\) give a second-order coupling, which must be small beside \(V_Gmc^2/E\).

The calculation so far concerns one value of \(k\). At \(k=G/2+q\) the two momenta are \(p+q\) and \(-p+q\). Differentiating \(E^2=m^2c^4+c^2p^2\) gives the velocity and the curvature,

\[
v=\frac{dE}{dp}=\frac{c^2p}{E},\qquad
\frac{d^2E}{dp^2}=\frac{c^2}{E}-\frac{c^4p^2}{E^3}=\frac{m^2c^6}{E^3}.
\]

The free energies are \(E\pm vq\) plus a common quadratic term. The spinor overlap becomes \(\cos\{[\theta(p+q)+\theta(p-q)]/2\}\), which has no term linear in \(q\). To leading order,

\[
\varepsilon_\pm(q)=E+\frac{m^2c^6}{2E^3}q^2\pm\sqrt{v^2q^2+(\Delta/2)^2}.
\]

For small \(q\) the square root is \(\Delta/2+v^2q^2/\Delta\). In a weak potential \(v^2/\Delta\) is much larger than the quadratic coefficient \(m^2c^6/(2E^3)\), so the lower band has its maximum and the upper band its minimum at \(q=0\). The splitting at the boundary is then the gap between the band edges.

The factor \(mc^2/E\) can be read from the charge density. Take \(V=2V_G\cos Gx\) with \(V_G>0\). The upper edge state is \((\phi_++\phi_-)/\sqrt2\). Its upper component is \(\sqrt{2/a}\cos(\theta/2)\cos px\), and its lower component is \(i\sqrt{2/a}\sin(\theta/2)\sin px\). The density is

\[
a\rho=2\cos^2\frac\theta2\cos^2px+2\sin^2\frac\theta2\sin^2px
=1+\frac{mc^2}{E}\cos Gx,
\]

where \(2\cos^2px=1+\cos Gx\) and \(2\sin^2px=1-\cos Gx\) were used. The lower edge state has the opposite sign before the cosine. The lower component is largest where the upper one has its nodes, and it partly fills them. The two standing waves then differ less in charge density, and an electrostatic potential separates them less.

A scalar potential \(S(x)\sigma_z\) of zero average makes a useful contrast. Its matrix element contains

\[
u^\dagger(-p)\sigma_zu(p)=\cos^2\frac\theta2+\sin^2\frac\theta2=1,
\]

so its first-order gap is \(2|S_G|\), without any reduction. The electron has the same energy and velocity in both cases. The reduction therefore comes from the way the electrostatic potential acts on the spinors.

For numbers, Hartree atomic units are used, with \(m=1\) and \(c=137.036\). A reduction of appreciable size needs \(G/2\) comparable with \(mc\) or larger. The period \(a=0.03\) bohr achieves this; it is a model value, far shorter than the period of any crystal. With \(V_G=100\) hartree in a single cosine,

\[
\frac G2=\frac{\pi}{0.03}=104.72,\qquad
E=\sqrt{18778.9^2+(137.036\times104.72)^2}=23634.3\ \text{hartree},
\]

\[
\frac{mc^2}{E}=\frac{18778.9}{23634.3}=0.79456,\qquad
\Delta=2\times100\times0.79456=158.91\ \text{hartree}.
\]

This is 4324 eV. Without the spinor factor the gap would be 200 hartree, and a scalar potential of the same size does give 199.998 hartree. Diagonalizing the full Dirac matrix in plane waves, negative energies included, gives an electrostatic gap smaller than the formula by a relative \(1.6\times10^{-5}\). The positive-energy level at momentum \(3G/2\) lies 23334 hartree above \(E\), and \((100/23334)^2=1.8\times10^{-5}\) has the size expected of a relative error quadratic in the strength.

Beside the boundary, \(v=83.206\) atomic units. At \(q=\Delta/(2v)=0.955\) bohr\(^{-1}\) the two terms under the square root are equal, and the separation should be \(\sqrt2\,\Delta=224.736\) hartree. Diagonalization gives 224.734 hartree.

The computed coefficients \(C\) of \(\cos Gx\) in \(a\rho\) are \(-0.8008\) at the lower edge and \(0.7882\) at the upper edge, not quite opposite. The second-order level shift accounts for this. Since \(\partial H/\partial V_G=2\cos Gx\), the derivative of an edge energy with respect to \(V_G\) is the average of \(2\cos Gx\) over its density, which is \(C\). With a common second-order shift \(\lambda V_G^2\), the edges are \(E+\lambda V_G^2\pm V_Gmc^2/E\), and so

\[
C_\pm=\pm\frac{mc^2}{E}+2\lambda V_G.
\]

The second term displaces both coefficients in the same direction and cancels in their half difference, 0.79452, which agrees with \(mc^2/E\) to within a relative \(10^{-4}\).

The gap can also be found in real space. The equation \(H\psi=\varepsilon\psi\) is equivalent to

\[
\psi'=\frac ic\,\sigma_x(\varepsilon-V-mc^2\sigma_z)\psi.
\]

The matrix that carries \(\psi\) across one period has eigenvalues \(e^{\pm ika}\) and trace \(2\cos ka\), so the first zone boundary lies where the trace is \(-2\). For a square wave equal to \(+v_0\) in one half of the period and \(-v_0\) in the other, \(|V_G|=2v_0/\pi\). With \(v_0=150\) hartree this is 95.493 hartree, and the formula gives a gap of 151.750 hartree. The trace equals \(-2\) at the edges of other gaps too; the two such energies nearest \(E\) are 151.747 hartree apart.

Now let the mass fall while \(G\) and \(V_G=100\) hartree stay fixed. The formula gives gaps of 158.91, 25.951 and 2.6170 hartree for \(m=1\), 0.1 and 0.01. Once \(mc\ll G/2\), the energy \(E\) is nearly \(cG/2\) and the gap is nearly proportional to \(m\). At \(m=0\) the diagonalization leaves a splitting below \(10^{-7}\) hartree, in accord with the crossing found at the start.

It remains to see whether the weak-potential formula may be used as \(m\to0\), where the gap tends to zero while the potential stays fixed, so that the neglected higher orders might outweigh it. The massless solutions settle this, because the mass can be treated as the perturbation while \(V\) keeps any strength. For \(V=2V_G\cos Gx\) with \(V_G>0\),

\[
\frac1c\int_0^xV(y)\,dy=\frac z2\sin Gx,\qquad z=\frac{4V_G}{cG}.
\]

The two massless states that cross at \(\varepsilon=cG/2\) are

\[
\psi_\pm=\frac{\chi_\pm}{\sqrt a}\exp\left[\pm\frac i2\left(Gx-z\sin Gx\right)\right],\qquad
\chi_\pm=\frac1{\sqrt2}\begin{pmatrix}1\\ \pm1\end{pmatrix}.
\]

Since \(\sigma_z\chi_+=\chi_-\), the mass term has no diagonal elements here. Its off-diagonal element is

\[
\langle\psi_-|mc^2\sigma_z|\psi_+\rangle
=\frac{mc^2}{a}\int_0^ae^{i(Gx-z\sin Gx)}dx=mc^2J_1(z),
\]

by the integral representation of the Bessel function \(J_1\). To first order in the mass,

\[
\Delta=2mc^2\left|J_1\left(\frac{4V_G}{cG}\right)\right|.
\]

For small \(z\), \(J_1(z)=(z/2)(1-z^2/8+\dots)\). The leading term is \(mc^2z=2V_Gmc^2/(cG/2)\), which is the boxed result with \(E=cG/2\). The relative correction \(-z^2/8\) does not contain the mass, so the weak-potential formula keeps its relative accuracy as \(m\to0\), provided \(V_G\ll cG\). For \(V_G=100\) hartree, \(z=0.0139\) and the correction is \(-2.4\times10^{-5}\). This is the size of the relative difference between the formula and the diagonalization at \(m=0.01\), where they give 2.61697 and 2.61691 hartree.

In a strong potential the two formulas part. At the same period, \(z=1.5\) corresponds to \(V_G=10763\) hartree. For \(m=0.001\) the Bessel formula and the diagonalization both give 20.955 hartree, whereas the weak-potential formula gives 28.168 hartree, too large by 34% of the true value. Where \(J_1\) has a zero, the gap vanishes to first order in the mass and higher orders must be consulted.

The opposite limit is a slow electron, \(G/2\ll mc\). Then

\[
\frac{mc^2}{E}=\left[1+\left(\frac{G}{2mc}\right)^2\right]^{-1/2}
\approx1-\frac12\left(\frac{G}{2mc}\right)^2,
\]

and the familiar gap \(2|V_G|\) returns. A period of 5 bohr is roughly an atomic spacing in a solid. With \(V_G=0.01\) hartree in a single cosine, chosen as a weak model potential, the Dirac gap is 0.019999 hartree, or 0.5442 eV. It is smaller than the Schrödinger gap of the same potential by a relative \(1.05\times10^{-5}\), and the expansion gives the same value with \(G/2=0.6283\). The finite strength of the potential lowers the Schrödinger gap below \(2V_G\) by a relative \(4.0\times10^{-5}\), about four times as much. For this spacing and this strength, the spinor factor is thus a smaller correction than the terms left out of first-order perturbation theory. For a single cosine those terms fall as \(V_G^2\), and with a second harmonic present they generally fall only linearly in the strength. The spinor correction does not depend on \(V_G\), so in a sufficiently weak potential the order is reversed.

This small number should not be taken as the size of relativistic effects in real solids. Near a heavy nucleus the potential is strong and the electron's momentum is large, so the assumption of a weak potential fails there. The variation of the potential in the other two directions, spin–orbit splitting of the levels, and the interaction between electrons are also absent. The model gives no estimate of how far these would move the gap. The values quoted here can be compared with the numerical output below.

## Calculated quantities

```
SHORT-PERIOD MODEL LATTICE, V = 2 V_G cos(Gx)
speed of light c: 137.035999 a.u.
rest energy m c^2: 18778.865 hartree
period a: 0.03 bohr
Fourier component V_G: 100 hartree
reciprocal vector G: 209.44 1/bohr
momentum G/2: 104.72 a.u.
energy E at G/2: 23634.277 hartree
distance from E to level at 3G/2: 23334.3 hartree
factor m c^2/E: 0.794561
numerical spinor overlap: 0.794561
gap, formula: 158.91211 hartree
gap, diagonalization: 158.90955 hartree
gap, formula, converted: 4324.22 eV
relative deviation of diagonalization: -1.62e-05
gap without the factor, 2 V_G: 200 hartree
group velocity at G/2: 83.2062 a.u.
offset q from boundary: 0.95493 1/bohr
band separation at q, formula: 224.736 hartree
band separation at q, diagonalization: 224.734 hartree
density contrast C, lower edge: -0.8008
density contrast C, upper edge: 0.7882
half difference of the contrasts: 0.794522
gap for scalar potential of same size: 199.998 hartree
SQUARE WAVE, REAL-SPACE TRANSFER MATRIX
height v0: 150 hartree
V_G = 2 v0/pi: 95.493 hartree
gap, formula: 151.75 hartree
gap, transfer matrix: 151.747 hartree
RELATIVE ERROR OF THE FORMULA WHEN V IS DOUBLED
growth, single cosine: 3.998
growth, with V_2G = V_G/2: 2.012
GAP AGAINST MASS, SAME G AND V_G = 100 hartree
m = 1 a.u.: formula 158.912, numerical 158.91 hartree
m = 0.1 a.u.: formula 25.9507, numerical 25.9501 hartree
m = 0.01 a.u.: formula 2.61697, numerical 2.61691 hartree
m = 0 a.u.: formula 0, numerical below 1e-7 hartree
STRONG COSINE, SMALL MASS
z = 4 V_G/(c G): 1.5
V_G: 10762.8 hartree
massless crossing energy c G/2: 14350.376 hartree
mass: 0.001 a.u.
gap, Bessel formula: 20.9548 hartree
gap, diagonalization: 20.9548 hartree
gap, weak-potential formula: 28.1683 hartree
ORDINARY ATOMIC SPACING
period a: 5 bohr
V_G: 0.01 hartree
momentum G/2: 0.628319 a.u.
gap, Dirac diagonalization: 0.01999899 hartree
gap, Dirac diagonalization, converted: 0.5442 eV
relativistic change of gap, numerical: -1.05e-05
relativistic change, -(G/2mc)^2/2: -1.05e-05
change of gap from finite strength of V: -4.01e-05
```
